# Primary Current Density Near an Electrode–Insulator Corner

## What goes wrong at the corner

Suppose the current distribution on a plating cathode is computed from Ohm's law in the bath, and the largest current density is read off at the edge where the cathode meets a plastic wall. If the angle in the electrolyte is obtuse, that number has no meaning. Each refinement of the mesh samples the current closer to the edge and finds a larger value. At an acute corner the reverse happens: the computed current falls towards zero, and the model predicts no deposit at the edge.

Both results belong to the model itself. The local power law tells us which quantities are finite within the model, such as the current collected by a strip, and which need more physics, such as the current density at the edge. Whether a finite value is also accurate depends on the electrode kinetics, treated below.

## The model and the statement

The electrolyte has uniform conductivity \(\kappa\). Concentration gradients and the variation of electrode overpotential are neglected; this defines the primary distribution. A flat electrode and a flat insulator meet along a straight edge, and nothing varies along the edge. The angle \(\beta\), with \(0<\beta\le2\pi\), is measured **inside the electrolyte**.

Take the electrode to be a cathode, and let \(\phi\) be the electrolyte potential minus the cathode potential. Polar coordinates \((r,\theta)\) are centred on the edge, with the cathode at \(\theta=0\) and the insulator at \(\theta=\beta\). Current into the cathode is positive. The result to be derived is

\[
i(r)=\kappa\lambda A\,r^{\lambda-1}\left[1+O(r^{2\lambda})\right],
\qquad \lambda=\frac{\pi}{2\beta},\qquad A>0 .
\]

The condition \(A>0\) holds when no other electrode in the cell has a lower potential than this cathode, and at least one has a higher potential. For an anode at the highest potential all signs reverse and the magnitude obeys the same law.

## Equations and boundary conditions

The current density vector is \(\mathbf J=-\kappa\nabla\phi\). Charge conservation, \(\nabla\cdot\mathbf J=0\), with uniform \(\kappa\) gives \(\nabla^2\phi=0\). In polar coordinates, after multiplication by \(r^2\),

\[
r\frac{\partial}{\partial r}\left(r\frac{\partial\phi}{\partial r}\right)
+\frac{\partial^2\phi}{\partial\theta^2}=0 .
\]

The cathode is equipotential and no current enters the insulator:

\[
\phi(r,0)=0,\qquad \frac{\partial\phi}{\partial\theta}(r,\beta)=0 .
\]

At the cathode, the direction from electrolyte into metal is \(-\hat{\boldsymbol\theta}\). Hence

\[
i(r)=\mathbf J\cdot(-\hat{\boldsymbol\theta})
=\frac{\kappa}{r}\left.\frac{\partial\phi}{\partial\theta}\right|_{\theta=0}.
\]

## The potential is positive and bounded

Let the other electrodes have potentials between \(0\) and \(V>0\) relative to the cathode, with the value \(V\) attained. We require the ohmic power in the cell to be finite, as it is in any real cell.

Define \(m=\min(\phi,0)\). This function vanishes on every electrode, while \(\partial\phi/\partial n=0\) on every insulator. The product \(m\,\partial\phi/\partial n\) is therefore zero on the whole boundary, and Green's identity gives

\[
0=\oint m\frac{\partial\phi}{\partial n}\,dS
=\int\left(\nabla m\cdot\nabla\phi+m\nabla^2\phi\right)dv
=\int|\nabla m|^2dv .
\]

The last step uses \(\nabla^2\phi=0\), and the fact that \(\nabla m\) equals \(\nabla\phi\) where \(\phi<0\) and is zero elsewhere. So \(m\) is constant, and since it vanishes on the electrodes it is zero. Thus \(\phi\ge0\). The same argument with \(\max(\phi-V,0)\) gives \(\phi\le V\).

Inside the electrolyte \(\phi\) is strictly positive. A harmonic function equals its average over a small surrounding circle. If \(\phi\) were zero at an interior point, its non-negative values on all such circles would have to be zero too. Repeating this from disc to disc would make \(\phi\) zero throughout the cell, which contradicts the electrode at \(V\).

## Projection onto the angular functions

A function \(\sin\lambda_n\theta\) satisfies the cathode condition. The insulator condition requires \(\cos\lambda_n\beta=0\), so

\[
\lambda_n=(2n+1)\frac{\pi}{2\beta}=(2n+1)\lambda,\qquad n=0,1,2,\ldots
\]

These functions form a complete set for our boundary conditions: reflecting \(\phi\) evenly about \(\theta=\beta\) gives an ordinary Fourier sine series on \(0\le\theta\le2\beta\), in which the symmetry leaves the odd harmonics. They are orthogonal, with norm

\[
\int_0^\beta\sin^2\lambda_n\theta\,d\theta
=\frac{\beta}{2}-\frac{\sin2\lambda_n\beta}{4\lambda_n}=\frac{\beta}{2},
\]

because \(2\lambda_n\beta=(2n+1)\pi\). The radial amplitudes are therefore

\[
a_n(r)=\frac{2}{\beta}\int_0^\beta\phi(r,\theta)\sin\lambda_n\theta\,d\theta .
\]

To find their equation, multiply Laplace's equation by \((2/\beta)\sin\lambda_n\theta\) and integrate. Two integrations by parts give

\[
\int_0^\beta\frac{\partial^2\phi}{\partial\theta^2}\sin\lambda_n\theta\,d\theta
=\left[\frac{\partial\phi}{\partial\theta}\sin\lambda_n\theta
-\lambda_n\phi\cos\lambda_n\theta\right]_0^\beta
-\lambda_n^2\int_0^\beta\phi\sin\lambda_n\theta\,d\theta .
\]

The bracket is zero. At \(\theta=0\) both \(\sin\lambda_n\theta\) and \(\phi\) vanish; at \(\theta=\beta\) both \(\partial\phi/\partial\theta\) and \(\cos\lambda_n\theta\) vanish. Hence

\[
r\frac{d}{dr}\left(r\frac{da_n}{dr}\right)=\lambda_n^2a_n .
\]

Inserting \(a_n=r^p\) gives \(p^2=\lambda_n^2\), so

\[
a_n=A_nr^{\lambda_n}+B_nr^{-\lambda_n}.
\]

The bound \(0\le\phi\le V\) implies \(|a_n|\le2V\). The second term would violate this as \(r\to0\), so \(B_n=0\) and

\[
\phi(r,\theta)=\sum_{n=0}^{\infty}A_nr^{\lambda_n}\sin\lambda_n\theta .
\]

Let \(R\) be a radius whose whole sector lies in the cell. Then \(|A_n|\le2VR^{-\lambda_n}\), and for \(r<R\) the terms decrease geometrically. The series may be differentiated term by term.

## Current, coefficient and the three cases

Differentiation at \(\theta=0\) brings down a factor \(\lambda_n\). With \(A=A_0\),

\[
i(r)=\kappa\sum_{n=0}^{\infty}\lambda_nA_nr^{\lambda_n-1}
=\kappa\lambda A r^{\lambda-1}
\left[1+\sum_{n=1}^{\infty}(2n+1)\frac{A_n}{A}r^{2n\lambda}\right].
\]

The first correction is of relative order \(r^{2\lambda}\). Evaluating \(a_0\) on the arc \(r=R\) gives

\[
A=\frac{2}{\beta R^\lambda}\int_0^\beta\phi(R,\theta)\sin\lambda\theta\,d\theta .
\]

For \(0<\theta<\beta\) the argument \(\lambda\theta\) lies between \(0\) and \(\pi/2\), so the sine is positive. So is \(\phi\). Therefore \(A>0\), and the leading term cannot be missing. The exponent \(\lambda-1\) now decides the behaviour:

- \(\beta<90^\circ\): \(\lambda>1\), and \(i\to0\).
- \(\beta=90^\circ\): \(\lambda=1\), and \(i\to\kappa A\), finite and nonzero.
- \(\beta>90^\circ\): \(\lambda<1\), and \(i\to\infty\).

The current collected between the edge and \(r\), per unit length of edge, is to leading order

\[
I(r)=\int_0^r\kappa\lambda A\rho^{\lambda-1}d\rho=\kappa A r^\lambda .
\]

Since \(\lambda>0\), this is finite for every angle. An obtuse corner has an unbounded current density but collects a vanishing current as the strip shrinks.

If another electrode lies below this cathode in potential, the proof that \(A>0\) fails. Should \(A\) happen to vanish, the next term, with exponent \(3\lambda-1\), takes over unless its coefficient vanishes too. It diverges only for \(\beta>270^\circ\).

## Mirror picture and special angles

The even reflection used above has a physical reading. An insulating plane acts as a mirror, so for \(\beta\le180^\circ\) the corner is equivalent to electrolyte filling an angle \(2\beta\) between two halves of one bent electrode. For \(\beta<90^\circ\) the electrolyte fills a recess, shielded by metal on both sides. For \(90^\circ<\beta\le180^\circ\) the metal projects into the electrolyte, as a thin blade at \(180^\circ\), and current converges on its edge. For larger angles the mirrored electrolyte would overlap the original, so this picture is lost, although the reflection in \(\theta\) remains valid as mathematics. At \(90^\circ\) the electrode and its image form one flat plane.

The flat case can be checked directly. Between parallel plates a distance \(d\) apart, closed by perpendicular insulating walls, \(\phi=Vy/d=(V/d)r\sin\theta\). Thus \(\lambda=1\), \(A=V/d\), and the law returns the uniform current \(\kappa V/d\).

An electrode flush with a coplanar insulator has \(\beta=180^\circ\) and \(i\propto r^{-1/2}\). At the largest angle, \(360^\circ\), the exponent is \(-3/4\). A finite-difference solution of the sector, with uniform potential on its outer arc, gave exponents \(-0.500\) and \(-0.750\) for these two angles, in agreement with the formula.

## Worked example: three kinds of corner in one cell

A Hull cell tests a plating bath on a slanted cathode, so that one panel receives a range of current densities. We take rough typical dimensions: an anode 64 mm wide, perpendicular to insulating walls of 48 mm and 127 mm. The walls differ by 79 mm, so the cathode length is \(\sqrt{64^2+79^2}=101.7\) mm. The cathode meets the long wall at \(\arctan(64/79)=39.0^\circ\) and the short wall at \(180^\circ-39.0^\circ=141.0^\circ\). The anode has two right angles.

The bath has conductivity 0.10 S/cm and the mean cathode current density is 20 mA/cm². A finite-element solution of the whole cell, which contains no assumed corner exponent, gives an ohmic voltage of 2.1 V.

**Obtuse corner.** Here \(\lambda=90/141.0=0.638\) and the exponent is \(-0.362\); the numerical slope is \(-0.361\). The potential on an arc of radius 20 mm fixes \(A\), and the law becomes

\[
i=103.5\ \mathrm{mA/cm^2}\left(\frac{r}{1\ \mathrm{mm}}\right)^{-0.362}.
\]

The prefactor is 1035 A/m². An arc of 35 mm gives the same \(A\) to the four decimals printed, as it must if \(A\) does not depend on the arc chosen.

**Acute corner.** Here \(\lambda=90/39.01=2.307\) and the exponent is \(1.307\); the numerical slope is \(1.311\). The law gives 0.084 mA/cm² (0.84 A/m²) at 1 mm, less than a hundredth of the mean.

**Right angles.** At the anode corners the current density is 34.6 mA/cm² beside the short wall and 29.3 mA/cm² beside the long one. These values follow from the exact conformal map of the trapezoid onto a rectangle. The finite-element mesh is coarse at the anode and gives 29.9 mA/cm² for the second value, which is 2% too high. The anode current is not uniform, yet both corner values are finite and nonzero, as \(\lambda=1\) requires.

The table compares the law with the full primary solution, and with a solution that includes Tafel kinetics at the same total current. Current densities are in mA/cm². The primary value 1 mm from the acute corner is that of the exact conformal map; the finite-element mesh gives 0.0830.

| Corner | \(r\) (mm) | Law | Primary | Tafel |
|---|---:|---:|---:|---:|
| obtuse | 0.1 | 238 | 238 | 166 |
| obtuse | 1 | 103.5 | 103.3 | 97.8 |
| obtuse | 10 | 45.0 | 42.8 | 42.7 |
| obtuse | 20 | 35.0 | 30.8 | 30.8 |
| acute | 1 | 0.0835 | 0.0835 | 2.07 |
| acute | 10 | 1.69 | 1.69 | 3.20 |
| acute | 20 | 4.19 | 4.19 | 5.09 |

At the obtuse corner the primary current lies below the law by 4.9% of the law at 10 mm and by 12.1% at 20 mm. The ratio of these deficits is about 2.5. The predicted correction grows as \(r^{2\lambda}\), hence by \(2^{1.277}=2.4\), close to that ratio.

The collected current follows from \(I=i(r)r/\lambda\). For the first millimetre at the obtuse end, its share of the total is

\[
\frac{103.5\times1/0.638}{20\times101.7}=0.080 .
\]

So, in the primary distribution, 8.0% of the current enters 1.0% of the cathode length. At the acute end the first millimetre collects 0.0018%.

## Where kinetics replace the law

Let the cathode obey the Tafel law \(i=i_0e^{\eta/b}\), where \(i_0\) is the exchange current density, \(\eta\) the magnitude of the overpotential and \(b=RT/(\alpha F)\). Here \(R\) is the gas constant, \(F\) the Faraday constant and \(\alpha\) the transfer coefficient. A finite cell voltage keeps \(\eta\) finite, so \(i\) can neither diverge nor vanish at a corner. The Tafel law omits the reverse reaction and needs \(i\gg i_0\). The Tafel values near the acute corner, about 2 mA/cm², therefore apply only if \(i_0\) is well below that figure.

A uniform overpotential would merely shift the cell voltage. What matters is its variation, which is of order \(b\) when \(i\) changes by a factor of order one. The ohmic potential difference over a distance \(r\) is of order \(ir/\kappa\). Their ratio is of order

\[
\frac{b}{ir/\kappa}=\frac{\ell}{r},\qquad
\ell=\frac{\kappa b}{i}=\frac{\kappa RT}{\alpha F i}.
\]

The primary law needs \(r\gg\ell\), with \(\ell\) evaluated at the local current. Because \(ir\propto r^\lambda\to0\), the ratio \(\ell/r\) grows without limit near the edge. Kinetics therefore remove every divergence and every zero, over a distance set by \(\ell\).

At 298 K with \(\alpha=0.5\), \(b=51.4\) mV and \(\ell=2.57\) mm at the mean current. One millimetre from the obtuse edge the local value is \(2.57\times20/103.3=0.50\) mm, and kinetics lower the primary current by 5%. The reduction reaches 10% at about 0.5 mm, and the Tafel solution ends at 203 mA/cm² at the edge.

The acute corner is affected much farther out. At 20 mm, \(\ell=2.57\times20/4.19=12\) mm, and the Tafel current exceeds the primary one by 21%. At the edge it is 2.0 mA/cm² instead of zero. The two currents first agree within 10% at about 26.5 mm from this corner.

## Mass transport and the real cell

Diffusion through a stagnant layer of thickness \(\delta\) carries at most \(i_{\lim}=zFDc/\delta\), where \(z\) is the ion charge number, \(D\) its diffusivity and \(c\) its bulk concentration. With the rough values \(z=2\), \(D=7\times10^{-6}\) cm²/s, \(c=1\) mol/L and \(\delta=0.1\) mm, the limit is 135 mA/cm². The obtuse-corner law reaches this diffusion limit at

\[
r=1\ \mathrm{mm}\times\left(\frac{135}{103.5}\right)^{-1/0.362}=0.48\ \mathrm{mm}.
\]

This limit leaves out migration, the drift of ions in the electric field. In dilute-solution theory the metal ion alone would give a conductivity \(z^2F^2Dc/(RT)=0.105\) S/cm, as much as the whole bath is assumed to have, so migration cannot be ignored. Take a salt with a divalent anion and no other ions. The anions have no net flux, because their drift balances their diffusion. The metal ions have the same concentration gradient and the opposite charge, so for them drift and diffusion are equal and add. The limit then doubles to 270 mA/cm². Dilute-solution theory is rough at 1 mol/L: with the anion added it would give a conductivity well above the assumed 0.10 S/cm, so the factor of two is only an estimate. An inert supporting salt or acid brings it back towards 135 mA/cm².

The Tafel edge value of 203 mA/cm² lies between these two limits. Both limits are one-dimensional and hold only for \(r\) well above \(\delta\). Within about \(\delta\) of the edge, at zero surface concentration, the concentration obeys Laplace's equation with the same boundary conditions as \(\phi\), so the local limit itself rises as \(r^{\lambda-1}\). The comparison shows only that depletion is strong near the edge, so 203 mA/cm² is not a prediction for the real edge. With diffusion alone, the surface concentration at 1 mm would be down to \(1-97.8/135=0.28\) of the bulk value. If the reaction rate is proportional to that concentration, the extra overpotential there is \(51.4\ln(1/0.28)\approx65\) mV. The Tafel term itself differs by \(51.4\ln(97.8/20)\approx82\) mV between this point and one at the mean current. The two are comparable, so the neglected concentration term may change the current at 1 mm noticeably; its effect has not been computed.

These parameters are meant for a weakly acid bath. A strongly acid bath may conduct roughly five times better. At the same mean current and Tafel voltage, \(\ell\) would then be about 13 mm, and kinetics would alter the primary current farther from the edge. Stirring changes \(\delta\), and with it the transport limit. A gap between panel and wall, or a rounded edge, changes the geometry at distances comparable with its own size, where the ideal-corner law no longer applies. Anode overpotential varies little here: with the same \(b\), the two anode corners would differ by \(51.4\ln(34.6/29.3)\approx8.5\) mV, about 0.4% of the ohmic voltage. Bath heating has not been estimated.

For this cell the obtuse-corner law exceeds the Tafel solution by 5 to 6% of the latter at both 1 mm and 10 mm. Mass transport adds an error that has not been computed and matters most near the edge. At the acute corner the primary solution follows its power law closely, but kinetics raise the current by 21% or more at every tabulated distance. Setting an insulating wall at \(90^\circ\) to the electrode removes the primary singularity and the primary zero, provided the surfaces are locally flat and meet without a gap. It does not make the current uniform over the rest of the electrode.

## Values computed for the example and the checks

```
Exponent of i(r): angle in degrees, formula, numerical solution
     45    1.000    1.002
    135   -0.333   -0.333
     60    0.500    0.500
    120   -0.250   -0.250
    180   -0.500   -0.500
    270   -0.667   -0.667
    360   -0.750   -0.750
Hull cell, rough inputs
  anode width 64 mm, walls 48 mm and 127 mm
  cathode length 101.7 mm
  conductivity 0.10 S/cm, mean current 20 mA/cm2
  ohmic cell voltage 2.145 V
  change of conductance on halving the mesh 0.017 %
obtuse cathode corner, angle 141.0 degrees
  lambda 0.638, exponent -0.362, numerical -0.361
  law at r = 1 mm: 103.539 mA/cm2 (arc of 20 mm)
  ratio of A from arcs of 35 and 20 mm: 1.0000
  r in mm; law, full primary, Tafel in mA/cm2
    0.1  238.0958  238.0403  165.7851
    1.0  103.5388  103.3239   97.8119
    5.0   57.8525   56.7051   56.2030
   10.0   45.0251   42.8204   42.6668
   20.0   35.0419   30.7990   30.7759
  share of current within 1 mm: 7.9724 %
  one-term law off by 10 % at r = 18.0 mm
  Tafel first within 10 % of primary, or past it, at 0.5 mm
  Tafel current at the corner 203.00 mA/cm2
acute cathode corner, angle 39.0 degrees
  lambda 2.307, exponent 1.307, numerical 1.311
  law at r = 1 mm: 0.084 mA/cm2 (arc of 20 mm)
  ratio of A from arcs of 35 and 20 mm: 1.0005
  r in mm; law, full primary, Tafel in mA/cm2
    0.1    0.0041    0.0041    1.9847
    1.0    0.0835    0.0830    2.0716
    5.0    0.6843    0.6827    2.5132
   10.0    1.6932    1.6912    3.2037
   20.0    4.1894    4.1893    5.0866
  share of current within 1 mm: 0.0018 %
  one-term law off by 10 % at r = 75.6 mm
  Tafel first within 10 % of primary, or past it, at 0.0 mm
  Tafel current at the corner 1.98 mA/cm2
anode corners, 90 degrees
  current 34.62 mA/cm2 (short wall), 29.89 mA/cm2 (long)
  largest numerical exponent in size 0.00000
Neglected effects, rough inputs
  temperature 298 K, transfer coefficient 0.5
  Tafel voltage RT/(alpha F) 51.4 mV
  kinetic length at mean current 2.57 mm
  z = 2, D = 7.0e-06 cm2/s, c = 1.0 mol/L
  diffusion layer 0.1 mm, limit 135 mA/cm2
  obtuse-corner law reaches this limit at r = 0.479 mm
```
